# Büttiker equations and sum rules for a coherent multiterminal conductor: a numerical check

```python
"""
Result under test: for a coherent conductor with several leads,
    I_p = (2 e^2/h) sum_q T_pq (V_p - V_q),
    sum_q T_pq = M_p (rows),  sum_p T_pq = M_q (columns).
I_p: current from reservoir p into the conductor; V_p: its voltage;
T_pq: transmission from lead q to lead p summed over modes (T_pp: reflection);
M_p: number of open modes in lead p.
Model: ring of four sites threaded by a flux; lead 1 is a two-leg ladder on
ring sites 0 and 1, leads 2 and 3 are chains on ring sites 2 and 3.
Energies are in units of the lead hopping t, times in hbar/t, and hbar = 1.
"""
import numpy as np
from scipy import constants as const

RING_HOP = 0.6
RUNG_HOP = 0.5
SITE_ENERGY = np.array([0.2, -0.1, 0.1, -0.2])
FLUX_PHASE = np.pi / 2          # 2 pi times flux / (h/e)
E_FERMI = -0.5
HOP_VOLT = 0.1                  # hopping energy divided by e, in volts
G0 = 2 * const.e**2 / const.h   # siemens

MODE_LEAD = np.array([0, 0, 1, 2])
MODE_OFFSET = np.array([-RUNG_HOP, RUNG_HOP, 0.0, 0.0])
r = 1 / np.sqrt(2)
MODE_CONTACT = np.array([[r, r, 0, 0], [r, -r, 0, 0],
                         [0, 0, 1, 0], [0, 0, 0, 1]])


def ring_hamiltonian(phase):
    h = np.diag(SITE_ENERGY).astype(complex)
    for j in range(4):
        nxt = (j + 1) % 4
        h[nxt, j] = -RING_HOP * np.exp(1j * phase / 4)
        h[j, nxt] = np.conj(h[nxt, j])
    return h


def scatter(energy, phase, leads=(0, 1, 2), loss=0.0):
    """Wave matching: returns S, ring amplitudes, and the lead of each mode."""
    keep = np.isin(MODE_LEAD, leads)
    contact = MODE_CONTACT[:, keep]
    k = np.arccos((MODE_OFFSET[keep] - energy) / 2)
    root_v = np.sqrt(2 * np.sin(k))
    m = len(k)
    h = ring_hamiltonian(phase)
    h[3, 3] -= 1j * loss
    a = np.zeros((4 + m, 4 + m), complex)
    b = np.zeros((4 + m, m), complex)
    a[:4, :4] = energy * np.eye(4) - h
    a[:4, 4:] = contact * (np.exp(1j * k) / root_v)
    a[4:, :4] = contact.T
    a[4:, 4:] = -np.diag(1 / root_v)
    b[:4] = -contact * (np.exp(-1j * k) / root_v)
    b[4:] = np.diag(1 / root_v)
    x = np.linalg.solve(a, b)
    return x[4:], x[:4], MODE_LEAD[keep]


def transmissions(energy, phase, leads=(0, 1, 2), loss=0.0):
    s, _, owner = scatter(energy, phase, leads, loss)
    prob = abs(s)**2
    return np.array([[prob[np.ix_(owner == p, owner == q)].sum()
                      for q in leads] for p in leads])


def buttiker_current(t_matrix, volts):
    return G0 * np.sum(t_matrix * (volts[:, None] - volts[None, :]), axis=1)


def probe_voltage(t, v1, v2):
    return (t[2, 0] * v1 + t[2, 1] * v2) / (t[2, 0] + t[2, 1])


def effective_conductance(t):
    return t[0, 1] + t[0, 2] * t[2, 1] / (t[2, 0] + t[2, 1])


def show(label, matrix, digits=5):
    for p, row in enumerate(matrix):
        print(f"{label}, row {p+1}:",
              "  ".join(f"{x:.{digits}f}" for x in row))


# --- Flow per mode: add bond currents of discrete Bloch waves in a window ---
n_ring = 200000
k_all = 2 * np.pi * np.arange(1, n_ring // 2) / n_ring
e_all = -2 * np.cos(k_all)
chosen = k_all[(e_all > -0.7) & (e_all < -0.3)]
bond = 2 * np.imag(np.exp(-1j * chosen) * (-1.0)) / n_ring
flow_ratio = 2 * np.pi * bond.sum() / 0.4
# The window edges can miss or include about one discrete level each.
assert abs(flow_ratio - 1) < 2 * 2 * np.pi * 2 / n_ring / 0.4

# --- Unitarity and sum rules from wave matching ---
modes = np.array([2, 1, 1])
s_mat, _, _ = scatter(E_FERMI, FLUX_PHASE)
T = transmissions(E_FERMI, FLUX_PHASE)
T_rev = transmissions(E_FERMI, -FLUX_PHASE)
unit_error = max(abs(s_mat.conj().T @ s_mat - np.eye(4)).max(),
                 abs(s_mat @ s_mat.conj().T - np.eye(4)).max())
assert unit_error < 1e-11
assert np.allclose(T.sum(axis=1), modes, atol=1e-11)
assert np.allclose(T.sum(axis=0), modes, atol=1e-11)
assert np.allclose(T_rev, T.T, atol=1e-11)
circulation = np.array([T[0, 1] - T[1, 0], T[1, 2] - T[2, 1],
                        T[2, 0] - T[0, 2]])
assert np.ptp(circulation) < 1e-11 and abs(circulation[0]) > 1e-3
T_two = transmissions(E_FERMI, FLUX_PHASE, leads=(0, 1))
assert abs(T_two[0, 1] - T_two[1, 0]) < 1e-11

# --- Absorption on one site breaks the rules by the absorbed flux ---
loss = 0.2
_, amp, owner = scatter(E_FERMI, FLUX_PHASE, loss=loss)
T_loss = transmissions(E_FERMI, FLUX_PHASE, loss=loss)
column_deficit = modes - T_loss.sum(axis=0)
row_deficit = modes - T_loss.sum(axis=1)
absorbed = np.array([2 * loss * np.sum(abs(amp[3, owner == q])**2)
                     for q in range(3)])
assert np.allclose(column_deficit, absorbed, atol=1e-11)
assert column_deficit.min() > 1e-4

# --- Time evolution of long finite leads joined to the ring ---
KT = 0.05
LENGTH = 200


def thermal_weight(e):
    return 1 / (4 * KT * np.cosh((e - E_FERMI) / (2 * KT))**2)


chain = -np.eye(LENGTH, k=1) - np.eye(LENGTH, k=-1)
ladder = np.kron(np.eye(2), chain) \
    - RUNG_HOP * np.kron(np.array([[0, 1], [1, 0]]), np.eye(LENGTH))
lead_h = [ladder, chain, chain]
starts = [4, 4 + 2 * LENGTH, 4 + 3 * LENGTH]
size = 4 + 4 * LENGTH
blocks = [slice(st, st + len(h)) for st, h in zip(starts, lead_h)]
full = np.zeros((size, size), complex)
full[:4, :4] = ring_hamiltonian(FLUX_PHASE)
filling = []
for block, h in zip(blocks, lead_h):
    full[block, block] = h
    e, u = np.linalg.eigh(h)
    filling.append((u * thermal_weight(e)) @ u.T)
# Each bond: (lead, lead site, ring site).
bonds = [(0, 4, 0), (0, 4 + LENGTH, 1), (1, starts[1], 2), (2, starts[2], 3)]
for _, site, ring_site in bonds:
    full[site, ring_site] = full[ring_site, site] = -1.0
levels, states = np.linalg.eigh(full)
states_dag = states.conj().T.copy()
lead_sites = [bd[1] for bd in bonds]
ring_sites = [bd[2] for bd in bonds]
times = np.linspace(120, 180, 13)   # before echoes from the far ends return
history = []
for time in times:
    phase_t = np.exp(-1j * levels * time)
    u_lead = (states[lead_sites] * phase_t) @ states_dag
    u_ring = (states[ring_sites] * phase_t) @ states_dag
    flow = np.zeros((3, 3))
    for q, block in enumerate(blocks):
        moved = u_lead[:, block] @ filling[q]
        rho = np.sum(moved * u_ring[:, block].conj(), axis=1)
        for i, (p, _, _) in enumerate(bonds):
            flow[p, q] += 2 * np.imag(-1.0 * rho[i])
    history.append(2 * np.pi * flow)
G_dyn = np.mean(history, axis=0)

grid = np.linspace(E_FERMI - 0.95, E_FERMI + 0.95, 381)
weights = thermal_weight(grid) * (grid[1] - grid[0])
T_avg = sum(w * transmissions(e, FLUX_PHASE) for w, e in zip(weights, grid))
G_formula = np.diag(T_avg.sum(axis=1)) - T_avg
G_swapped = np.diag(T_avg.sum(axis=0)) - T_avg.T
dyn_error = abs(G_dyn - G_formula).max()
swap_error = abs(G_dyn - G_swapped).max()
# Remaining transients and thermal tails are far below this tolerance.
assert dyn_error < 3e-4
assert swap_error > 10 * dyn_error
dyn_row = abs(G_dyn.sum(axis=1)).max()
dyn_col = abs(G_dyn.sum(axis=0)).max()
assert dyn_row < 5e-4 and dyn_col < 5e-4
probe_dyn = -G_dyn[2, 0] / G_dyn[2, 2]
probe_avg = probe_voltage(T_avg, 1.0, 0.0)
assert abs(probe_dyn - probe_avg) < 1e-3

# --- Worked example: lead 3 is a voltage probe, zero temperature ---
V1, V2 = 1e-4, 0.0
V3 = probe_voltage(T, V1, V2)
V3_rev = probe_voltage(T_rev, V1, V2)
volts = np.array([V1, V2, V3])
current = buttiker_current(T, volts)
wrong_current = buttiker_current(T.T, volts)
G_eff = effective_conductance(T)
G_eff_rev = effective_conductance(T_rev)
assert abs(current[2]) < 1e-12 * abs(current[0])
assert abs(current.sum()) < 1e-10 * abs(current[0])
assert abs(current[0] / (V1 - V2) - G0 * G_eff) < 1e-10 * G0
assert abs(G_eff - G_eff_rev) < 1e-11


def finite_bias_current(p, voltages):
    """Zero-temperature integral over energy, internal potential held fixed."""
    mu = E_FERMI - voltages / HOP_VOLT
    x, w = np.polynomial.legendre.leggauss(8)
    total = 0.0
    for q in range(3):
        half = (mu[p] - mu[q]) / 2
        middle = (mu[p] + mu[q]) / 2
        total -= half * sum(wi * transmissions(middle + half * xi,
                                               FLUX_PHASE)[p, q]
                            for xi, wi in zip(x, w))
    return G0 * HOP_VOLT * total


I_finite = finite_bias_current(0, volts)
dev_small = abs(I_finite / current[0] - 1)
dev_large = abs(finite_bias_current(0, 10 * volts) / (10 * current[0]) - 1)
assert dev_small < 0.01 and dev_small < dev_large / 5

# --- Printed results ---
print(f"Hopping energy t: {1000*HOP_VOLT:.0f} meV; E_F: {E_FERMI} t")
print(f"Ring hopping: {RING_HOP} t; rung hopping: {RUNG_HOP} t")
print("Ring site energies 0..3 (t):", *SITE_ENERGY)
print(f"Flux: {FLUX_PHASE/(2*np.pi):.2f} h/e")
k_f = np.arccos((MODE_OFFSET - E_FERMI) / 2)
print("Mode velocities (t a/hbar), lead 1,1,2,3:",
      *[f"{v:.4f}" for v in 2 * np.sin(k_f)])
print(f"Flow per mode / (energy window/h): {flow_ratio:.5f}")
print(f"Largest unitarity error: {unit_error:.1e}")
show("T_pq at E_F", T)
print("Row sums:", *[f"{x:.5f}" for x in T.sum(axis=1)])
print("Column sums:", *[f"{x:.5f}" for x in T.sum(axis=0)])
print(f"Circulation T_12 - T_21: {circulation[0]:.5f}")
print(f"Lead 3 removed: T_12 = {T_two[0,1]:.5f}, T_21 = {T_two[1,0]:.5f}")
print(f"Absorption strength on site 3: {loss} t")
print("Column deficits with absorption:",
      *[f"{x:.5f}" for x in column_deficit])
print("Absorbed flux by input lead:", *[f"{x:.5f}" for x in absorbed])
print("Row deficits with absorption:", *[f"{x:.5f}" for x in row_deficit])
print(f"Time evolution: kT = {KT} t, {LENGTH} cells per lead,",
      f"times {times[0]:.0f} to {times[-1]:.0f} hbar/t")
show("G from time evolution (2e^2/h)", G_dyn)
show("G from averaged T (2e^2/h)", G_formula)
print(f"Largest difference: {dyn_error:.1e} (2e^2/h)")
print(f"Largest difference, indices swapped: {swap_error:.5f} (2e^2/h)")
print(f"Evolved G, largest row sum: {dyn_row:.1e},",
      f"column sum: {dyn_col:.1e} (2e^2/h)")
print(f"Probe V_3/V_1 at kT: evolved {probe_dyn:.5f}, formula {probe_avg:.5f}")
print(f"2e^2/h: {G0*1e6:.4f} microsiemens")
show("G at zero temperature (microsiemens)",
     G0 * 1e6 * (np.diag(modes) - T), 3)
print(f"V_1: {V1*1e6:.1f} microvolt; V_2: {V2*1e6:.1f} microvolt")
print(f"V_3: {V3*1e6:.3f} microvolt")
print(f"V_3, flux reversed: {V3_rev*1e6:.3f} microvolt")
print("I_1, I_2 (nA):", *[f"{x*1e9:.4f}" for x in current[:2]])
print(f"|I_3| below 1e-6 nA: {abs(current[2])*1e9 < 1e-6}")
print("Currents with swapped indices (nA):",
      *[f"{x*1e9:.4f}" for x in wrong_current])
print(f"G_eff: {G_eff:.5f} (2e^2/h) = {G_eff*G0*1e6:.3f} microsiemens")
print(f"G_eff, flux reversed: {G_eff_rev:.5f} (2e^2/h)")
print(f"I_1 from finite-bias integral: {I_finite*1e9:.4f} nA")
print(f"Relative deviation from linear law: {dev_small:.2e}")
print(f"Same with all voltages ten times larger: {dev_large:.2e}")
print("OK")
```

Running it gives:

```
Hopping energy t: 100 meV; E_F: -0.5 t
Ring hopping: 0.6 t; rung hopping: 0.5 t
Ring site energies 0..3 (t): 0.2 -0.1 0.1 -0.2
Flux: 0.25 h/e
Mode velocities (t a/hbar), lead 1,1,2,3: 2.0000 1.7321 1.9365 1.9365
Flow per mode / (energy window/h): 0.99999
Largest unitarity error: 3.8e-16
T_pq at E_F, row 1: 0.86562  0.52595  0.60843
T_pq at E_F, row 2: 0.62038  0.07032  0.30931
T_pq at E_F, row 3: 0.51400  0.40373  0.08227
Row sums: 2.00000 1.00000 1.00000
Column sums: 2.00000 1.00000 1.00000
Circulation T_12 - T_21: -0.09443
Lead 3 removed: T_12 = 0.94623, T_21 = 0.94623
Absorption strength on site 3: 0.2 t
Column deficits with absorption: 0.08324 0.06538 0.25676
Absorbed flux by input lead: 0.08324 0.06538 0.25676
Row deficits with absorption: 0.09854 0.05009 0.25676
Time evolution: kT = 0.05 t, 200 cells per lead, times 120 to 180 hbar/t
G from time evolution (2e^2/h), row 1: 1.13375  -0.52544  -0.60835
G from time evolution (2e^2/h), row 2: -0.62024  0.92955  -0.30934
G from time evolution (2e^2/h), row 3: -0.51355  -0.40413  0.91766
G from averaged T (2e^2/h), row 1: 1.13377  -0.52543  -0.60834
G from averaged T (2e^2/h), row 2: -0.62023  0.92956  -0.30932
G from averaged T (2e^2/h), row 3: -0.51354  -0.40413  0.91767
Largest difference: 2.8e-05 (2e^2/h)
Largest difference, indices swapped: 0.09481 (2e^2/h)
Evolved G, largest row sum: 4.9e-05, column sum: 3.7e-05 (2e^2/h)
Probe V_3/V_1 at kT: evolved 0.55962, formula 0.55961
2e^2/h: 77.4809 microsiemens
G at zero temperature (microsiemens), row 1: 87.893  -40.751  -47.142
G at zero temperature (microsiemens), row 2: -48.068  72.033  -23.965
G at zero temperature (microsiemens), row 3: -39.825  -31.281  71.107
V_1: 100.0 microvolt; V_2: 0.0 microvolt
V_3: 56.008 microvolt
V_3, flux reversed: 66.297 microvolt
I_1, I_2 (nA): 6.1490 -6.1490
|I_3| below 1e-6 nA: True
Currents with swapped indices (nA): 6.5588 -5.8271 -0.7316
G_eff: 0.79361 (2e^2/h) = 61.490 microsiemens
G_eff, flux reversed: 0.79361 (2e^2/h)
I_1 from finite-bias integral: 6.1487 nA
Relative deviation from linear law: 5.57e-05
Same with all voltages ten times larger: 5.60e-04
OK
```
